# Angular-momentum transfer and transient parallel alignment in a two-sublattice ferrimagnet: a program that tests the result

```python
"""Longitudinal angular-momentum transfer in a two-sublattice ferrimagnet.

Result under test (L_a: angular momentum of sublattice a per atom, in hbar):
  dL1/dt = I_ex + I_1,   dL2/dt = -I_ex + I_2
  I_ex = 2 w c1 c2 R1 R2 sinh((H1-H2)/(2kT)),  I_a = 2 g_a c_a R_a sinh(H_a/(2kT))
  H_a = h_a - kT y_a = -dF/dL_a,  h_a = sum_b A_ab L_b,  R = m/sinh(y/2)
c: atomic fraction, s: spin, m: mean spin per site, y: exponent of the level
populations exp(y m), A: exchange matrix (meV), w and g: rates (1/ps).
Above kT_par = max chi_a (A_aa+|A12|), chi_a = c_a s_a(s_a+1)/3, exchange
transfer alone makes both sublattices parallel to their conserved total.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp, trapezoid
from scipy.optimize import minimize_scalar
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import expm_multiply

KB = const.k / const.e * 1e3                # meV/K
HBAR = const.hbar / const.e * 1e3 * 1e12    # meV ps
MEV = const.e * 1e-3                        # J


class Magnet:
    def __init__(self, spins, fractions, exchange):
        self.s = np.array(spins, float)
        self.c = np.array(fractions, float)
        self.A = np.array(exchange, float)
        self.lev = [np.arange(int(round(2 * s)) + 1) - s for s in self.s]
        self.lad = [s * (s + 1) - m[:-1] * (m[:-1] + 1)
                    for s, m in zip(self.s, self.lev)]
        self.chi = self.c * self.s * (self.s + 1) / 3

    def pop(self, a, y):
        z = y * self.lev[a]
        p = np.exp(z - z.max())
        return p / p.sum()

    def moments(self, y):
        mean, var = np.zeros(2), np.zeros(2)
        for a in range(2):
            p = self.pop(a, y[a])
            mean[a] = p @ self.lev[a]
            var[a] = p @ self.lev[a]**2 - mean[a]**2
        return mean, var

    def currents(self, y, kT, w, g):
        """Closed formulas: exchange current, local currents, L, variance."""
        mean, var = self.moments(y)
        R = np.array([mean[a] / np.sinh(y[a] / 2) if abs(y[a]) > 1e-5
                      else 2 * self.s[a] * (self.s[a] + 1) / 3
                      for a in range(2)])
        L = self.c * mean
        X = self.A @ L / kT - y
        iex = 2 * w * self.c.prod() * R.prod() * np.sinh((X[0] - X[1]) / 2)
        return iex, 2 * g * self.c * R * np.sinh(X / 2), L, var

    def level_rates(self, p, kT, w, g, k=0.0):
        """Population rates from explicit transitions between levels.
        k is the rate of flip-flops inside one sublattice."""
        L = np.array([self.c[a] * (p[a] @ self.lev[a]) for a in range(2)])
        h = self.A @ L / kT
        P = [self.lad[a] @ p[a][:-1] for a in range(2)]
        Q = [self.lad[a] @ p[a][1:] for a in range(2)]
        out = []
        for a in range(2):
            b = 1 - a
            d = (h[a] - h[b]) / 2
            up = w*self.c[b]*Q[b]*np.exp(d) + g[a]*np.exp(h[a]/2) + k*Q[a]
            dn = w*self.c[b]*P[b]*np.exp(-d) + g[a]*np.exp(-h[a]/2) + k*P[a]
            flux = self.lad[a] * (up * p[a][:-1] - dn * p[a][1:])
            dp = np.zeros_like(p[a])
            dp[:-1] -= flux
            dp[1:] += flux
            out.append(dp)
        return out

    def free_energy(self, y, kT):
        p = [self.pop(a, y[a]) for a in range(2)]
        L = np.array([self.c[a] * (p[a] @ self.lev[a]) for a in range(2)])
        entropy = sum(-self.c[a] * np.sum(p[a] * np.log(p[a]))
                      for a in range(2))
        return -0.5 * L @ self.A @ L - kT * entropy

    def exponent(self, a, L):
        """Invert the mean spin by Newton iteration (moderate L only)."""
        y = L / self.chi[a]
        for _ in range(30):
            p = self.pop(a, y)
            m = p @ self.lev[a]
            y -= (m - L / self.c[a]) / (p @ self.lev[a]**2 - m * m)
        return y

    def equilibrium(self, kT):
        y = np.array([3.0, -1.0])
        for _ in range(3000):
            y = self.A @ (self.c * self.moments(y)[0]) / kT
        return y

    def isothermal(self, y0, kT, w, g, times):
        def rhs(t, y):
            iex, loc, _, var = self.currents(y, kT, w, g)
            return (np.array([iex, -iex]) + loc) / (self.c * var)
        sol = solve_ivp(rhs, (0, times[-1]), y0, method="LSODA",
                        t_eval=times, rtol=1e-9, atol=1e-11)
        assert sol.success
        return np.array([self.c * self.moments(y)[0] for y in sol.y.T])


# Model parameters (round values) and thermal parameters of the film
mag = Magnet([1.0, 3.5], [0.70, 0.30], [[85.0, -25.0], [-25.0, 0.0]])
W, G_LOC = 3.0, np.array([0.5, 0.05])
T0, GAMMA, C_LAT, G_EL = 300.0, 700.0, 3.0e6, 5.0e17
DENSITY, ABSORBED, FWHM, T_PEAK, TAU_SUB = 5.5e28, 8.0e8, 0.10, 0.20, 50.0
A12 = abs(mag.A[0, 1])

# Current formulas against sums over individual level transitions
formula_error = 0.0
for y in ([2.0, -0.7], [0.4, -0.3], [-0.2, -0.5], [1.1, 0.6]):
    y = np.array(y)
    for kT in (30.0, 90.0):
        iex, loc, L, var = mag.currents(y, kT, W, G_LOC)
        dp = mag.level_rates([mag.pop(0, y[0]), mag.pop(1, y[1])],
                             kT, W, G_LOC, k=7.0)
        direct = np.array([mag.c[a] * (dp[a] @ mag.lev[a]) for a in range(2)])
        err = np.max(np.abs(direct - np.array([iex, -iex]) - loc))
        formula_error = max(formula_error, err / (1 + np.max(np.abs(direct))))
        force = mag.A @ L - kT * y
        for a in range(2):
            dy = np.zeros(2)
            dy[a] = 1e-4
            slope = (mag.free_energy(y + dy, kT)
                     - mag.free_energy(y - dy, kT)) / 2e-4
            assert abs(-slope / (mag.c[a] * var[a]) - force[a]) < 1e-4
assert formula_error < 1e-11

# Bound on the entropic exponent
for a in range(2):
    for y in np.linspace(0.01, 8, 80):
        m = mag.pop(a, y) @ mag.lev[a]
        assert y >= 3 * m / (mag.s[a] * (mag.s[a] + 1)) - 1e-12


# Exact many-spin master equation against the mean-field rate equations
def finite_size_error(N):
    small = Magnet([0.5, 0.5], [0.5, 0.5], mag.A)
    n, kT, w, g = N // 2, 86.0, 2.0, np.array([0.3, 0.1])
    i, j = np.meshgrid(np.arange(n + 1), np.arange(n + 1), indexing="ij")

    def energy(i, j):
        x, z = (i - n / 2) / N, (j - n / 2) / N
        return -N * (small.A[0, 0]*x*x/2 + small.A[1, 1]*z*z/2
                     + small.A[0, 1]*x*z)
    moves = [(1, -1, w / N * (n - i) * j), (-1, 1, w / N * i * (n - j)),
             (1, 0, g[0] * (n - i)), (-1, 0, g[0] * i),
             (0, 1, g[1] * (n - j)), (0, -1, g[1] * j)]
    rows, cols, vals = [], [], []
    for di, dj, attempt in moves:
        ok = attempt > 0
        a, b = i[ok], j[ok]
        rate = attempt[ok] * np.exp(
            -(energy(a + di, b + dj) - energy(a, b)) / (2 * kT))
        old, new = a * (n + 1) + b, (a + di) * (n + 1) + b + dj
        rows += [new, old]
        cols += [old, old]
        vals += [rate, -rate]
    size = (n + 1)**2
    gen = coo_matrix((np.concatenate(vals), (np.concatenate(rows),
                     np.concatenate(cols))), shape=(size, size)).tocsr()
    start = np.zeros(size)
    start[(10 * n // 12) * (n + 1) + n // 12] = 1.0
    prob = expm_multiply(gen, start, start=0.25, stop=1.0, num=4)
    exact = np.column_stack([prob @ ((i.ravel() - n / 2) / N),
                             prob @ ((j.ravel() - n / 2) / N)])
    y0 = np.array([np.log(5.0), -np.log(11.0)])
    mean = small.isothermal(y0, kT, w, g, np.linspace(0.25, 1.0, 4))
    return np.max(np.abs(exact - mean))


err48, err96 = finite_size_error(48), finite_size_error(96)
assert err96 < 0.01 and err96 < 0.7 * err48

# Ordering temperature and parallel threshold
root_chi = np.sqrt(mag.chi)
kTc = np.linalg.eigvalsh(root_chi[:, None] * mag.A * root_chi[None, :])[-1]
kT_each = mag.chi * (np.diag(mag.A) + A12)
kT_par = kT_each.max()
assert kT_par >= kTc
assert abs(mag.moments(mag.equilibrium(0.98 * kTc))[0][0]) > 0.03
assert abs(mag.moments(mag.equilibrium(1.02 * kTc))[0][0]) < 1e-6


def constrained_minimum(kT, total):
    def F(L1):
        return mag.free_energy([mag.exponent(0, L1),
                                mag.exponent(1, total - L1)], kT)
    L1 = minimize_scalar(F, bounds=(-0.1, 0.1), method="bounded",
                         options={"xatol": 1e-8}).x
    return L1, total - L1


above = constrained_minimum(1.02 * kT_par, -0.02)
below = constrained_minimum(0.98 * kT_par, -0.02)
assert above[0] < 0 and above[1] < 0 and below[0] * below[1] < 0
for y0 in ([2.0, -0.3], [1.0, -1.0], [3.0, -0.6], [0.5, -0.1]):
    total = np.sum(mag.c * mag.moments(y0)[0])
    end = mag.isothermal(y0, 1.05 * kT_par, W, np.zeros(2),
                         np.array([0.0, 40.0]))[-1]
    assert abs(end.sum() - total) < 1e-5 and np.all(end * total > 0)

# Laser-driven run: y1, y2, electron temperature, lattice temperature
y_init = mag.equilibrium(KB * T0)
L_init = mag.c * mag.moments(y_init)[0]
grid = np.linspace(0, 60, 30001)


def pulse_run(w, absorbed):
    sig = FWHM / np.sqrt(8 * np.log(2))

    def rhs(t, v):
        y, Te, Tl = v[:2], v[2], v[3]
        iex, loc, L, var = mag.currents(y, KB * Te, w, G_LOC)
        dL = np.array([iex, -iex]) + loc
        power = absorbed * np.exp(-(t - T_PEAK)**2 / (2 * sig**2)) \
            / (sig * np.sqrt(2 * np.pi))
        to_lat = G_EL * 1e-12 * (Te - Tl)
        spin_heat = DENSITY * MEV * ((mag.A @ L) @ dL)
        dy = dL / (mag.c * var)
        return [dy[0], dy[1], (power - to_lat + spin_heat) / (GAMMA * Te),
                to_lat / C_LAT - (Tl - T0) / TAU_SUB]
    sol = solve_ivp(rhs, (0, grid[-1]), [*y_init, T0, T0], method="LSODA",
                    dense_output=True, max_step=0.04, rtol=1e-8, atol=1e-10)
    assert sol.success
    v = sol.sol(grid)
    L = []
    for a in range(2):
        e = np.exp(np.outer(v[a], mag.lev[a]))
        L.append(mag.c[a] * (e @ mag.lev[a]) / e.sum(axis=1))
    return v, np.array(L), sol.sol


v, L, dense = pulse_run(W, ABSORBED)
parallel = L[0] * L[1] > 0
assert parallel.any()
first = int(np.argmax(parallel))
last = len(grid) - 1 - int(np.argmax(parallel[::-1]))
assert L[0, first] < 0 and L[1, first] < 0
assert L[0, -1] < 0 < L[1, -1]
weak = np.where(parallel, np.minimum(abs(L[0]), abs(L[1])), 0)
best = int(np.argmax(weak))
Te_cross = v[2, first]

# Angular-momentum budget of sublattice 1 up to its zero
parts = np.array([[c[0], c[1][0]] for c in
                  (mag.currents(v[:2, n], KB * v[2, n], W, G_LOC)
                   for n in range(first + 1))])
to_2 = -trapezoid(parts[:, 0], grid[:first + 1])
to_lattice = -trapezoid(parts[:, 1], grid[:first + 1])
assert abs(to_2 + to_lattice - (L_init[0] - L[0, first])) < 1e-3


# Minimum transfer rate for a parallel crossing
def critical_rate(y2, kT):
    m2 = mag.pop(1, y2) @ mag.lev[1]
    X = mag.A @ np.array([0.0, mag.c[1] * m2]) / kT - np.array([0.0, y2])
    R2 = m2 / np.sinh(y2 / 2)
    return G_LOC[0] * np.sinh(X[0] / 2) / (
        mag.c[1] * R2 * np.sinh((X[1] - X[0]) / 2))


kT_cross = KB * Te_cross
w_crit = critical_rate(v[1, first], kT_cross)
assert 0 < w_crit < W
for factor, sign in ((0.98, 1), (1.02, -1)):
    dp = mag.level_rates([mag.pop(0, 0.0), mag.pop(1, v[1, first])],
                         kT_cross, factor * w_crit, G_LOC)
    assert sign * (dp[0] @ mag.lev[0]) > 0
w_small = G_LOC[0] * A12 / (2 * mag.chi[1] * (
    kT_cross / mag.chi[1] - mag.A[1, 1] - A12))
assert abs(critical_rate(-0.01, kT_cross) / w_small - 1) < 1e-3


# Level-resolved run at the same electron temperature, no exponential ansatz
def level_run(k):
    n1 = len(mag.lev[0])
    times = grid[grid <= 1.2]

    def rhs(t, p):
        return np.concatenate(mag.level_rates(
            [p[:n1], p[n1:]], KB * dense(t)[2], W, G_LOC, k))
    p0 = np.concatenate([mag.pop(a, y_init[a]) for a in range(2)])
    sol = solve_ivp(rhs, (0, times[-1]), p0, method="LSODA", t_eval=times,
                    max_step=0.02, rtol=1e-7, atol=1e-10)
    assert sol.success
    L1 = mag.c[0] * (mag.lev[0] @ sol.y[:n1])
    return np.max(np.abs(L1 - L[0, :len(times)])), L1[-1]


dev = {k: level_run(k) for k in (0.0, 1.0, 30.0)}
assert dev[30.0][0] < 0.005 and dev[30.0][0] < 0.5 * dev[1.0][0]

# Neglected effects for a 50 nm x 50 nm x 10 nm bit
atoms = DENSITY * 50e-9 * 50e-9 * 10e-9
cov = kT_cross * np.linalg.inv(np.diag(kT_cross / mag.chi) - mag.A) / atoms
noise = np.sqrt(cov[0, 0])
angle = trapezoid(A12 * abs(L[0] + L[1])[first:last + 1] / HBAR,
                  grid[first:last + 1])
zeeman = 2 * const.physical_constants["Bohr magneton"][0] * 0.5 / MEV

print(f"spins {mag.s[0]:.1f}, {mag.s[1]:.1f}; fractions {mag.c[0]:.2f}, {mag.c[1]:.2f}")
print(f"A11, A12, A22 = {mag.A[0,0]:.0f}, {mag.A[0,1]:.0f}, {mag.A[1,1]:.0f} meV")
print(f"w, g1, g2 = {W:.2f}, {G_LOC[0]:.2f}, {G_LOC[1]:.2f} 1/ps")
print(f"electron heat coefficient = {GAMMA:.0f} J/(m^3 K^2)")
print(f"lattice heat capacity = {C_LAT:.1e} J/(m^3 K)")
print(f"electron-lattice coupling = {G_EL:.1e} W/(m^3 K)")
print(f"atomic density = {DENSITY*1e-27:.0f} nm^-3")
print(f"absorbed energy = {ABSORBED:.1e} J/m^3; pulse FWHM = {FWHM:.2f} ps")
print(f"start temperature = {T0:.0f} K; substrate cooling time = {TAU_SUB:.0f} ps")
print(f"chi1, chi2 = {mag.chi[0]:.4f}, {mag.chi[1]:.4f}")
print(f"ordering temperature = {kTc/KB:.1f} K ({kTc:.2f} meV)")
print(f"chi_a(A_aa+|A12|)/k, a=1,2 = {kT_each[0]/KB:.1f}, {kT_each[1]/KB:.1f} K")
print(f"parallel threshold T_par = {kT_par/KB:.1f} K ({kT_par:.2f} meV)")
print(f"L1,L2 at 1.02 T_par, total -0.02: {above[0]:.5f}, {above[1]:.5f} hbar")
print(f"L1,L2 at 0.98 T_par, total -0.02: {below[0]:.5f}, {below[1]:.5f} hbar")
print(f"largest error of current formulas = {formula_error:.1e} (relative)")
print(f"mean-field error, 48 and 96 spins = {err48:.5f}, {err96:.5f} hbar")
print(f"initial y1, y2 = {y_init[0]:.4f}, {y_init[1]:.4f}")
print(f"initial L1, L2, total = {L_init[0]:.4f}, {L_init[1]:.4f}, {L_init.sum():.4f} hbar")
print(f"peak electron temperature = {v[2].max():.0f} K")
print(f"peak lattice temperature = {v[3].max():.0f} K")
print(f"L1 crosses zero {grid[first]-T_PEAK:.3f} ps after pulse peak")
print(f"at that crossing: Te = {Te_cross:.0f} K, L2 = {L[1,first]:.4f} hbar")
print(f"lost by L1 before crossing: to L2 {to_2:.4f}, to lattice {to_lattice:.4f} hbar")
print(f"critical transfer rate w* = {w_crit:.4f} 1/ps (small-L2 limit {w_small:.4f})")
print(f"parallel state ends {grid[last]-T_PEAK:.3f} ps after pulse peak")
print(f"duration of parallel state = {parallel.sum()*(grid[1]-grid[0]):.3f} ps")
print(f"strongest parallel state at {grid[best]-T_PEAK:.3f} ps, Te = {v[2,best]:.0f} K")
print(f"  there L1, L2 = {L[0,best]:.4f}, {L[1,best]:.4f} hbar")
print(f"at {grid[-1]-T_PEAK:.1f} ps: L1, L2 = {L[0,-1]:.4f}, {L[1,-1]:.4f} hbar, Te = {v[2,-1]:.0f} K")
for w in (0.0, 0.3, 1.0, 6.0):
    _, Ls, _ = pulse_run(w, ABSORBED)
    mask = Ls[0] * Ls[1] > 0
    if w == 0:
        assert not mask.any()
    print(f"scan w = {w:.1f} 1/ps: parallel {mask.sum()*(grid[1]-grid[0]):.2f} ps, final L1 {Ls[0,-1]:.3f} hbar")
for scale in (0.5, 0.75, 1.25):
    _, Ls, _ = pulse_run(W, scale * ABSORBED)
    mask = Ls[0] * Ls[1] > 0
    print(f"scan energy {scale*ABSORBED:.1e} J/m^3: parallel {mask.sum()*(grid[1]-grid[0]):.2f} ps, final L1 {Ls[0,-1]:.3f} hbar")
for k, (d, end) in dev.items():
    print(f"inner flip-flop rate {k:.0f} 1/ps: max L1 change {d:.5f}, L1 at 1.0 ps {end:.4f} hbar")
print(f"L1 at 1.0 ps with exponential populations = {L[0,grid<=1.2][-1]:.4f} hbar")
print(f"atoms in 50x50x10 nm^3 bit = {atoms:.2e}; thermal spread of L1 = {noise:.1e} hbar")
print(f"exchange precession angle in parallel interval = {angle:.2f} rad")
print(f"Zeeman energy per hbar at 0.5 T = {zeeman:.4f} meV")
print(f"intersublattice field on 1 at crossing = {A12*abs(L[1,first]):.3f} meV")
print("success")
```

It prints:

```
spins 1.0, 3.5; fractions 0.70, 0.30
A11, A12, A22 = 85, -25, 0 meV
w, g1, g2 = 3.00, 0.50, 0.05 1/ps
electron heat coefficient = 700 J/(m^3 K^2)
lattice heat capacity = 3.0e+06 J/(m^3 K)
electron-lattice coupling = 5.0e+17 W/(m^3 K)
atomic density = 55 nm^-3
absorbed energy = 8.0e+08 J/m^3; pulse FWHM = 0.10 ps
start temperature = 300 K; substrate cooling time = 50 ps
chi1, chi2 = 0.4667, 1.5750
ordering temperature = 569.0 K (49.03 meV)
chi_a(A_aa+|A12|)/k, a=1,2 = 595.7, 456.9 K
parallel threshold T_par = 595.7 K (51.33 meV)
L1,L2 at 1.02 T_par, total -0.02: -0.01576, -0.00424 hbar
L1,L2 at 0.98 T_par, total -0.02: -0.02886, 0.00886 hbar
largest error of current formulas = 1.1e-14 (relative)
mean-field error, 48 and 96 spins = 0.00034, 0.00017 hbar
initial y1, y2 = 2.8679, -0.6365
initial L1, L2, total = 0.6582, -0.7277, -0.0695 hbar
peak electron temperature = 1212 K
peak lattice temperature = 472 K
L1 crosses zero 0.236 ps after pulse peak
at that crossing: Te = 1139 K, L2 = -0.0851 hbar
lost by L1 before crossing: to L2 0.6368, to lattice 0.0218 hbar
critical transfer rate w* = 0.1061 1/ps (small-L2 limit 0.1063)
parallel state ends 2.230 ps after pulse peak
duration of parallel state = 1.996 ps
strongest parallel state at 1.812 ps, Te = 595 K
  there L1, L2 = -0.0256, -0.0256 hbar
at 59.8 ps: L1, L2 = -0.5872, 0.5772 hbar, Te = 388 K
scan w = 0.0 1/ps: parallel 0.00 ps, final L1 0.585 hbar
scan w = 0.3 1/ps: parallel 0.00 ps, final L1 0.587 hbar
scan w = 1.0 1/ps: parallel 2.24 ps, final L1 -0.587 hbar
scan w = 6.0 1/ps: parallel 1.94 ps, final L1 -0.587 hbar
scan energy 4.0e+08 J/m^3: parallel 0.00 ps, final L1 0.629 hbar
scan energy 6.0e+08 J/m^3: parallel 1.15 ps, final L1 -0.610 hbar
scan energy 1.0e+09 J/m^3: parallel 2.91 ps, final L1 -0.561 hbar
inner flip-flop rate 0 1/ps: max L1 change 0.00157, L1 at 1.0 ps -0.0198 hbar
inner flip-flop rate 1 1/ps: max L1 change 0.00153, L1 at 1.0 ps -0.0198 hbar
inner flip-flop rate 30 1/ps: max L1 change 0.00066, L1 at 1.0 ps -0.0198 hbar
L1 at 1.0 ps with exponential populations = -0.0198 hbar
atoms in 50x50x10 nm^3 bit = 1.38e+06; thermal spread of L1 = 7.9e-04 hbar
exchange precession angle in parallel interval = 4.78 rad
Zeeman energy per hbar at 0.5 T = 0.0579 meV
intersublattice field on 1 at crossing = 2.127 meV
success
```
